# Why Crystal Rotations Have Order 1, 2, 3, 4 or 6: a numerical check

```python
# Result under test: a rotation R that maps a lattice in two or three
# dimensions onto itself has order 1, 2, 3, 4 or 6, because its trace
# (2 cos(theta) in the plane, 1 + 2 cos(theta) in space) is an integer.
# Symbols: B = matrix whose columns are the lattice basis vectors,
# R = Cartesian rotation, M = B^-1 R B = the same rotation in the lattice
# basis, theta = rotation angle, order = smallest k > 0 with R^k = identity.
from itertools import product
from collections import Counter
import numpy as np
from scipy.linalg import expm

ALLOWED = {1, 2, 3, 4, 6}
MAX_POWER = 30


def plane_rotation(theta):
    c, s = np.cos(theta), np.sin(theta)
    return np.array([[c, -s], [s, c]])


def space_rotation(axis, theta):
    x, y, z = np.array(axis, float) / np.linalg.norm(axis)
    generator = np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    return expm(theta * generator)


def order_of(matrix):
    """Order by repeated multiplication; 0 if none up to MAX_POWER."""
    power = np.eye(len(matrix))
    for k in range(1, MAX_POWER + 1):
        power = power @ matrix
        if np.allclose(power, np.eye(len(matrix)), atol=1e-8):
            return k
    return 0


def rows(matrix, digits=4):
    return (np.round(matrix, digits) + 0.0).tolist()


def integer_rows(matrix):
    nearest = np.rint(matrix).astype(int)
    assert np.allclose(matrix, nearest, atol=1e-9)
    return nearest.tolist()


# The trace of a rotation about a general axis, seen in an oblique basis.
oblique = np.array([[1.0, 0.3, -0.2], [0.1, 1.4, 0.5], [0.0, 0.2, 0.9]])
for theta in (0.4, 1.3, 2.9):
    turned = space_rotation([1, 2, -0.7], theta)
    in_basis = np.linalg.solve(oblique, turned @ oblique)
    assert abs(np.trace(in_basis) - 1 - 2 * np.cos(theta)) < 1e-10

# Angles belonging to the five possible integers m = 2 cos(theta).
print("Integer m = 2cos(theta), angle (degree), order:")
found = set()
for m in range(2, -3, -1):
    theta = np.arccos(m / 2)
    k = order_of(plane_rotation(theta))
    found.add(k)
    print(f"  m = {m:2d}, angle = {np.degrees(theta):5.1f}, order = {k}")
assert found == ALLOWED


# Search of all small integer matrices, with no use of angles.
def finite_order_search(dim, bound):
    entries = range(-bound, bound + 1)
    mats = np.array(list(product(entries, repeat=dim * dim)), dtype=np.int64)
    mats = mats.reshape(-1, dim, dim)
    dets = np.rint(np.linalg.det(mats)).astype(int)
    keep = abs(dets) == 1
    mats, dets = mats[keep], dets[keep]
    orders = np.zeros(len(mats), dtype=int)
    power = mats.copy()
    for k in range(1, MAX_POWER + 1):
        hit = (power == np.eye(dim, dtype=int)).all(axis=(1, 2))
        orders[hit & (orders == 0)] = k
        power = power @ mats
    return mats, dets, orders


print(f"Integer-matrix search, powers up to {MAX_POWER}:")
for dim, bound, improper in ((2, 2, {2}), (3, 1, {2, 4, 6})):
    mats, dets, orders = finite_order_search(dim, bound)
    plus = set(orders[(dets == 1) & (orders > 0)].tolist())
    minus = set(orders[(dets == -1) & (orders > 0)].tolist())
    assert plus == ALLOWED and minus == improper
    for k in plus:
        traces = np.trace(mats[(dets == 1) & (orders == k)], axis1=1, axis2=2)
        expected = dim - 2 + 2 * np.cos(2 * np.pi / k)
        assert np.allclose(traces, expected, atol=1e-9)
    print(f"  dimension {dim}, entries from {-bound} to {bound}:"
          f" {len(mats)} matrices with det +1 or -1")
    print(f"    of finite order: {int((orders > 0).sum())};"
          f" orders for det +1: {sorted(plus)}, det -1: {sorted(minus)}")


# Full symmetry group of a lattice from lengths and scalar products.
def lattice_isometries(basis):
    coeffs = np.array(list(product(range(-2, 3), repeat=3)))
    vectors = coeffs @ basis.T
    gram = basis.T @ basis
    lengths2 = (vectors ** 2).sum(axis=1)
    choices = [np.where(abs(lengths2 - gram[j, j]) < 1e-8)[0]
               for j in range(3)]
    result = []
    for triple in product(*choices):
        image = vectors[list(triple)].T
        if np.allclose(image.T @ image, gram, atol=1e-8):
            result.append((coeffs[list(triple)].T,
                           image @ np.linalg.inv(basis)))
    return result


def measured_angle(rotation):
    axis = np.linalg.svd(rotation - np.eye(3))[2][-1]
    helper = np.eye(3)[np.argmin(abs(axis))]
    normal = np.cross(axis, helper)
    normal /= np.linalg.norm(normal)
    return np.arccos(np.clip(normal @ rotation @ normal, -1, 1))


a_hex, c_hex, a_bcc = 3.0, 5.0, 4.0
hexagonal = np.array([[a_hex, -a_hex / 2, 0],
                      [0, a_hex * np.sqrt(3) / 2, 0],
                      [0, 0, c_hex]])
bcc = a_bcc / 2 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
print("Lattice symmetry groups (number of operations):")
seen = set()
for name, basis, size in (("simple cubic", a_bcc * np.eye(3), 48),
                          ("body-centred cubic", bcc, 48),
                          ("hexagonal", hexagonal, 24)):
    group = lattice_isometries(basis)
    assert len(group) == size
    tally = Counter()
    for lattice_matrix, cartesian in group:
        sign = round(np.linalg.det(cartesian))
        theta = measured_angle(sign * cartesian)
        assert abs(np.trace(lattice_matrix)
                   - sign * (1 + 2 * np.cos(theta))) < 1e-7
        if sign == 1:
            tally[order_of(cartesian)] += 1
        else:
            assert order_of(cartesian) in {2, 4, 6}
    seen |= set(tally)
    print(f"  {name}: {len(group)};"
          f" proper rotations by order: {dict(sorted(tally.items()))}")
assert seen == ALLOWED

# Short vectors forced by a rotation of order n, starting from length 1.
print("Order n, 2cos(360 deg/n), length of Rv + R^-1 v - m v,")
print("shortest nonzero vector found in the search (|v| = 1):")
start = np.array([1.0, 0.0])
combos = np.array(list(product(range(-2, 3), repeat=4)))
for n in range(1, 13):
    turn = plane_rotation(2 * np.pi / n)
    twice_cos = 2 * np.cos(2 * np.pi / n)
    remainder = turn @ start + turn.T @ start - round(twice_cos) * start
    length = np.linalg.norm(remainder)
    assert abs(length - abs(twice_cos - round(twice_cos))) < 1e-12
    orbit = np.array([np.linalg.matrix_power(turn, j) @ start
                      for j in range(4)])
    sizes = np.linalg.norm(combos @ orbit, axis=1)
    shortest = sizes[sizes > 1e-9].min()
    if n in ALLOWED:
        assert length < 1e-12 and abs(shortest - 1) < 1e-9
    else:
        assert 1e-3 < length <= 0.5 and shortest <= length + 1e-12
    print(f"  n = {n:2d}: {twice_cos + 0.0:7.4f}, {length:6.4f},"
          f" {shortest:6.4f}")

# Worked example.
print(f"Hexagonal lattice: a = {a_hex} angstrom, c = {c_hex} angstrom")
six = space_rotation([0, 0, 1], np.pi / 3)
six_lattice = np.linalg.solve(hexagonal, six @ hexagonal)
print("  60 deg, Cartesian R:", rows(six))
print("  60 deg, lattice M:", integer_rows(six_lattice))
print(f"  trace = {np.trace(six_lattice):.4f}, order = {order_of(six)}")
assert order_of(six_lattice) == 6
five = space_rotation([0, 0, 1], 2 * np.pi / 5)
five_lattice = np.linalg.solve(hexagonal, five @ hexagonal)
assert abs(five_lattice - np.rint(five_lattice)).max() > 0.1
print("  72 deg, lattice M:", rows(five_lattice))
print(f"  trace = {np.trace(five_lattice):.4f}, order = {order_of(five)}")
four = space_rotation([0, 0, 1], np.pi / 2)
four_lattice = np.linalg.solve(bcc, four @ bcc)
print(f"Body-centred cubic lattice: a = {a_bcc} angstrom")
print("  primitive vectors (angstrom):", rows(bcc.T, 1))
print("  90 deg, lattice M:", integer_rows(four_lattice))
print(f"  trace = {np.trace(four_lattice):.4f}, order = {order_of(four)}")

# Limits of the theorem: a shear is no isometry; four dimensions allow 5.
shear = np.array([[1, 1], [0, 1]])
assert order_of(shear) == 0
assert not np.allclose(shear.T @ shear, np.eye(2))
print(f"Shear {shear.tolist()}: trace = {int(np.trace(shear))},"
      f" no finite order up to {MAX_POWER}")
companion = np.array([[0, 0, 0, -1], [1, 0, 0, -1],
                      [0, 1, 0, -1], [0, 0, 1, -1]])
powers = [np.linalg.matrix_power(companion, k) for k in range(5)]
metric = sum(p.T @ p for p in powers)
assert np.array_equal(companion.T @ metric @ companion, metric)
assert np.linalg.eigvalsh(metric).min() > 0
assert order_of(companion) == 5
print("Four-dimensional integer matrix:", companion.tolist())
print(f"  trace = {int(np.trace(companion))}, order = {order_of(companion)}")
print("OK")
```

It prints:

```
Integer m = 2cos(theta), angle (degree), order:
  m =  2, angle =   0.0, order = 1
  m =  1, angle =  60.0, order = 6
  m =  0, angle =  90.0, order = 4
  m = -1, angle = 120.0, order = 3
  m = -2, angle = 180.0, order = 2
Integer-matrix search, powers up to 30:
  dimension 2, entries from -2 to 2: 104 matrices with det +1 or -1
    of finite order: 40; orders for det +1: [1, 2, 3, 4, 6], det -1: [2]
  dimension 3, entries from -1 to 1: 6960 matrices with det +1 or -1
    of finite order: 1584; orders for det +1: [1, 2, 3, 4, 6], det -1: [2, 4, 6]
Lattice symmetry groups (number of operations):
  simple cubic: 48; proper rotations by order: {1: 1, 2: 9, 3: 8, 4: 6}
  body-centred cubic: 48; proper rotations by order: {1: 1, 2: 9, 3: 8, 4: 6}
  hexagonal: 24; proper rotations by order: {1: 1, 2: 7, 3: 2, 6: 2}
Order n, 2cos(360 deg/n), length of Rv + R^-1 v - m v,
shortest nonzero vector found in the search (|v| = 1):
  n =  1:  2.0000, 0.0000, 1.0000
  n =  2: -2.0000, 0.0000, 1.0000
  n =  3: -1.0000, 0.0000, 1.0000
  n =  4:  0.0000, 0.0000, 1.0000
  n =  5:  0.6180, 0.3820, 0.2361
  n =  6:  1.0000, 0.0000, 1.0000
  n =  7:  1.2470, 0.2470, 0.2143
  n =  8:  1.4142, 0.4142, 0.3170
  n =  9:  1.5321, 0.4679, 0.1206
  n = 10:  1.6180, 0.3820, 0.2361
  n = 11:  1.6825, 0.3175, 0.1976
  n = 12:  1.7321, 0.2679, 0.2679
Hexagonal lattice: a = 3.0 angstrom, c = 5.0 angstrom
  60 deg, Cartesian R: [[0.5, -0.866, 0.0], [0.866, 0.5, 0.0], [0.0, 0.0, 1.0]]
  60 deg, lattice M: [[1, -1, 0], [1, 0, 0], [0, 0, 1]]
  trace = 2.0000, order = 6
  72 deg, lattice M: [[0.8581, -1.0982, 0.0], [1.0982, -0.2401, 0.0], [0.0, 0.0, 1.0]]
  trace = 1.6180, order = 5
Body-centred cubic lattice: a = 4.0 angstrom
  primitive vectors (angstrom): [[-2.0, 2.0, 2.0], [2.0, -2.0, 2.0], [2.0, 2.0, -2.0]]
  90 deg, lattice M: [[0, 1, 0], [0, 1, -1], [-1, 1, 0]]
  trace = 1.0000, order = 4
Shear [[1, 1], [0, 1]]: trace = 2, no finite order up to 30
Four-dimensional integer matrix: [[0, 0, 0, -1], [1, 0, 0, -1], [0, 1, 0, -1], [0, 0, 1, -1]]
  trace = -1, order = 5
OK
```
